Why a good median fit does not predict ppm memory lifetimes

Two lifetime laws for a memory cell have the same median, 100000 h, and the same slope there. Between about 57000 h and 152000 h their failed fractions never differ by more than 0.038. Yet one law says that one cell in a million has failed after 120 h, the other after 6484 h. The first time is 5 days, the second 270 days. What turns a small disagreement in the middle into a factor of 54 at the edge?

**The belief and its appeal**

The belief is this: if a lifetime distribution fits the measured failures well around the median, its formula may be continued to parts per million (ppm). Here lifetime means the time at which a cell first fails a stated criterion, such as loss of a readable state or dielectric breakdown, under fixed conditions.

The belief has a sound part. When the slope is not small, close agreement of two distributions near the median does imply close predictions for the median itself and for nearby quantiles. A smooth curve through many points also seems to leave little freedom. Moreover, each of the two laws below can be given a physical origin, so neither looks like an arbitrary fit.

Let F(t) be the fraction failed by time t, and t50 the median. Suppose first that the failure rate among surviving cells is a power of time,

h(t) = (β ln2/t50)(t/t50)^(β−1).

The surviving fraction obeys d(1−F)/dt = −h(1−F). Integration from zero gives the Weibull law

F_W(t) = 1 − exp[−ln2 (t/t50)^β].

Suppose instead that each cell fails at a sharply defined time τ exp(E/k_BT) set by its barrier E, as when many small activated steps must add up before failure. Here τ and the temperature T are the same for all cells and k_B is the Boltzmann constant. If E has a Gaussian spread s, then ln t is Gaussian with standard deviation σ = s/k_BT. This is the lognormal law

F_L(t) = Φ[ln(t/t50)/σ].

Φ is the standard normal distribution function and φ its density. The sharp time matters. If failure is one random escape over the barrier, τ exp(E/k_BT) is only the mean of an exponential waiting time. Then F grows in proportion to t at early times, and the tail is not lognormal. With s/k_BT = 0.576 and a median of 100000 h, the 1 ppm life is then about 0.13 h. Since dF/d ln t cannot exceed 1/e for such a process, it also cannot be as steep as the example used below. Both derivations rest on assumptions about all cells, including the rare early ones. Central data do not test those assumptions in the tail.

**Matching the two laws**

Define x = β ln(t/t50) and u = ln2 exp(x). Then F_W = 1 − exp(−u), and since du/dx = u,

dF_W/d ln t = β u exp(−u).

At the median u = ln2 and exp(−u) = 1/2, so the slope is β ln2/2. The lognormal slope there is φ(0)/σ = 1/[σ√(2π)]. Equating them gives

βσ = c, c = 2/[ln2 √(2π)] = 1.1511.

The example takes the round value β = 2, so σ = 0.5756. No particular material is implied. With σ = c/β the lognormal law becomes F_L = Φ(x/c), and both laws depend on time through x alone.

The first possible difference is now in the curvature. For Weibull,

d²F_W/dx² = d[u exp(−u)]/dx = u(1−u)exp(−u),

which equals ln2(1−ln2)/2 at the median. The corresponding lognormal curvature vanishes, because the Gaussian density has its maximum there. Taylor expansion supplies a further factor 1/2:

F_W − F_L = [ln2(1−ln2)/4]x² + O(x³) = 0.0532x² + O(x³).

For x = 0.2, which means a time about 10% beyond the median, the leading term is only 0.002. Such agreement is a consequence of matching two constants. It is not evidence that the laws share a tail.

**The gap in predicted lifetime**

For a failed fraction p, let z_p be the normal quantile, defined by Φ(z_p) = p. The lognormal law gives x_L/c = z_p, hence

x_L = c z_p.

The Weibull law gives ln2 exp(x_W) = −ln(1−p), hence

x_W = ln{[−ln(1−p)]/ln2}.

Their difference is the logarithm of the lifetime ratio, multiplied by β:

G(p) = β ln(t_L/t_W) = c z_p − ln{[−ln(1−p)]/ln2}.

At p = 10⁻⁶, z_p = −4.7534. Thus x_L = 1.1511 × (−4.7534) = −5.472. For such a small p, −ln(1−p) is very nearly p, and x_W = ln(10⁻⁶/0.6931) = −13.449. The lifetimes are

t_L = 100000 h × exp(−5.472/2) ≈ 6484 h,

t_W = 100000 h × exp(−13.449/2) ≈ 120 h.

The gap is G = 7.977, and exp(7.977/2) ≈ 54. The same formula gives a ratio of 1.23 at p = 10%, 2.18 at 1% and 4.45 at 0.1%. The disagreement is modest where a small experiment has data and large where the product requirement lies.

Since G depends on p alone, the lifetime ratio is exp(G/β). For β = 1 it would be about 2900 at 1 ppm; for β = 5 it would be about 5. A narrow distribution reduces the error in time, but does not remove the difference between the laws.

**Why the gap keeps growing**

The example is not a chance crossing of two curves. For this matching, the lognormal lifetime is longer at every p below 1/2, and the ratio rises steadily as p falls.

To show this, write Λ = −ln(1−p), so dΛ/dp = 1/(1−p). Differentiating Φ(z_p) = p gives dz_p/dp = 1/φ(z_p). Therefore

dG/dp = c/φ(z_p) − 1/[(1−p)Λ]
= −k/[φ(z_p)(1−p)Λ],

where

k(p) = φ(z_p) − c(1−p)Λ.

The denominator is positive, so the sign of k decides the matter. Using dφ(z)/dz = −zφ(z), one finds

k' = −z_p − c(1−Λ),

k'' = −1/φ(z_p) + c/(1−p).

For 0 < p < 1/2, φ(z_p) is less than 1/√(2π) = 0.399, while (1−p)/c is greater than 1/(2c) = 0.434. Hence φ(z_p) < (1−p)/c and k'' < 0. The function k is concave. It tends to zero as p → 0, and it vanishes at p = 1/2 because the slopes were matched. A concave function with zeros at both ends, and with strictly negative second derivative, is positive between them. Thus dG/dp < 0. Since G(1/2) = 0, G is positive below the median and grows toward smaller p.

It also grows without limit. For a ≥ 0, shifting the integration variable by a gives

Φ(−a) = exp(−a²/2) ∫₀^∞ exp(−av)φ(v)dv ≤ (1/2)exp(−a²/2),

because exp(−av) ≤ 1 and the remaining integral of φ is 1/2. Set a = |z_p| and q = ln[1/(2p)]. Then |z_p| ≤ √(2q). Also, −ln(1−p) is a convex function of p, so between 0 and 1/2 it lies below its chord, 2p ln2. Inserting both bounds,

G(p) ≥ q − c√(2q).

As p → 0, q grows faster than its square root, and the right side tends to infinity. There is no fixed safety factor that covers the difference between these laws at all failure levels.

The physical reading is in the tail slopes. For Weibull,

d ln F_W/d ln t = βu/[exp(u)−1] → β as t → 0.

In the example, halving a very early time reduces the failed fraction by a factor 2² = 4. For lognormal the slope is φ(z)/[σΦ(z)], with z = ln(t/t50)/σ. Writing z = −a,

Φ(−a)/φ(a) = ∫₀^∞ exp(−av−v²/2)dv < 1/a.

The integral decreases as a increases, so the slope rises toward early times, and it exceeds a/σ. At the lognormal 1 ppm life it is 8.6. Halving the time there reduces the failed fraction by a factor of about 780, which is more than 2^8.6 ≈ 390 because the slope keeps rising on the way. The lognormal law makes early failures disappear much faster, and that is why it promises a longer early life.

**What the wrong choice costs**

Suppose a manufacturer promises the lognormal 1 ppm life, 6484 h, while the cells really follow the matched Weibull law. The failed fraction at that time is

F_W(t_L) = 1 − exp[−ln2 exp(c z_p)]
= 1 − exp[−0.6931 × exp(−5.472)]
≈ 0.00291.

This is 2910 ppm instead of 1 ppm. An array of one million cells would have about 2910 failures on average, not one. The result does not contain β: a different shape changes the promised time, but leaves this failed fraction unchanged.

In the reverse case the promise is 120 h and the cells are lognormal. The failed fraction is then Φ[ln(120.1/100000)/0.57555] = Φ(−11.68), or about 8×10⁻³². This number shows how different the formulas are. It is not a credible physical failure probability, since any rare defect left out of the lognormal model would dominate it.

Even the correct family leaves an extrapolation error. If β in the Weibull law were estimated as 2.2 instead of 2, with the median unchanged, the 1 ppm life would be multiplied by

exp[13.449 × (1/2 − 1/2.2)] ≈ 1.8.

Overestimating the shape by 10% makes the predicted early life about 84% too long. The long distance in ln t acts as a lever on the fitted slope.

**Can better central data settle it?**

In part, they can. Let exact failure times be recorded only between the Weibull 20% and 80% points, 56739 h and 152379 h. Cells failing earlier or later are merely counted. If Weibull is true, the expected log-likelihood ratio in its favour, per cell, is

K = ∫ f_W ln(f_W/f_L)dt + 0.2 ln[0.2/F_L(t_lo)] + 0.2 ln{0.2/[1−F_L(t_hi)]}.

Here f denotes dF/dt, and the integral runs between the window limits t_lo and t_hi. The last two terms account for the two counts. Numerical integration gives K = 0.0115, with natural logarithms. For an expected log-likelihood ratio of ln20, the required number of cells is

n = ln20/K = 2.9957/0.011455 ≈ 262.

An experimenter would normally fit the lognormal constants instead of keeping those fixed by the median match. Choosing them to minimize K moves the median to 96142 h and σ to 0.587. The largest difference in failed fraction within the window falls from 0.038 to 0.027, and n rises to 328. These are expected values for a known true law. They do not guarantee a decision in one experiment, where the parameters of both laws must be estimated from the same noisy data.

The refitted lognormal still predicts 5901 h at 1 ppm, 49 times the Weibull value. The large error is therefore not an artefact of matching at one point. A few tens of cells carry little evidence about a choice that changes the answer by this factor; several hundred begin to separate the two candidates.

Separating two candidates is a smaller task than establishing the tail. Suppose a main population F_main is accompanied by a fraction ε of cells with an early-failing defect:

F = (1−ε)F_main + εF_early.

Subtracting F_main gives

|F−F_main| = ε|F_early−F_main| ≤ ε,

since both distributions lie between zero and one. Take the lognormal law above as the main population, and add a fraction ε = 10⁻⁴ with the same σ but a median of 1000 h. The failed fraction changes by at most 10⁻⁴ at any time, and the overall median moves by only about 7 h.

At the new 1 ppm life the main population contributes a negligible amount, so

εF_early(t) = 10⁻⁶, or F_early(t) = 0.01.

The main population reaches 1% at 26212 h. The early population has the same σ and a median one hundred times smaller, so it reaches 1% at 262 h. The ppm life has dropped from 6484 h to 262 h. A sample of 328 cells would contain one or more of the defective cells with probability 1−(1−10⁻⁴)^328, about 3%. Thus even a correct identification of the main law, from central data of this size, would usually give no warning.

**Evidence that reaches the tail**

A large array supplies such evidence because its first failure selects its weakest cell. If N cells are independent and follow the same F, all survive with probability (1−F)^N. The distribution of the first failure is

F_array = 1 − (1−F)^N.

At the array median, (1−F)^N = 1/2, so the cell fraction being probed is

p = 1 − 2^(−1/N) ≈ ln2/N.

For N = 10⁶ this is 6.93×10⁻⁷, close to the ppm level of interest. With the Weibull law the median condition reads N(t/t50)^β = 1, so

t_array = t50 N^(−1/β) = 100000 h/√(10⁶) = 100 h.

The matched lognormal law gives 6215 h. In a simulation of 101 arrays for each law, the median first failures were 106 h and 6250 h, consistent with these values within sampling error. The calculated ranges are well separated: 99% of Weibull arrays have had a failure by 258 h, while only 1% of lognormal arrays have had one by 3958 h.

The dependence on array size is a further test. Since p is nearly proportional to 1/N, the first-failure time changes locally as

d ln t_array/d ln N ≈ −1/(d ln F/d ln t).

A tenfold larger array shortens the Weibull time by √10 ≈ 3.2. Near the ppm level, the lognormal slope of 8.6 gives a factor of only about 10^(1/8.6) ≈ 1.3.

One early array failure does not by itself prove the Weibull law. The lognormal population with the defective fraction also has a 1 ppm life of a few hundred hours. The array measurement is still useful. A first failure after a few hundred hours is strong evidence against the pure lognormal law, under which only 1% of arrays have had a failure by 3958 h. To refute the promise itself, whatever the law, from first failures alone takes several arrays: a failed fraction of 1 ppm at 6484 h would give a failure by then in 1 − (1−10⁻⁶)^N ≈ 63% of them, so seven out of seven would occur with a probability of only about 4%. Counting every failed cell says more. At 1 ppm, one array would have one failure on average by 6484 h, and five or more with a probability of only about 0.4%; the matched Weibull law gives about 2910. These conclusions require independent cells: a shared driver fault or a region of correlated defects would break the formula for F_array.

A direct demonstration without a lifetime law is possible but expensive. If n independent cells are tested for the full required time and none fails, the 95% upper confidence limit on p follows from

(1−p)^n = 0.05, n = ln(0.05)/ln(1−p).

For a limit of 1 ppm this requires 2995731 cells, or nearly three million. Shortening the test by heat or voltage reduces the waiting time, but adds the assumption that the rare early failures accelerate in the known way.

Extrapolation is therefore not forbidden. It can be reasonable when the mechanism is established for the weak cells, when array scaling agrees with the proposed law, and when early defects are bounded by separate evidence. The median fit contributes the time scale and an estimate of the width. The remaining information about one cell in a million has to come from somewhere else. The numerical output below lists the main values for the example.

Computed results

```
median life t50 = 100000 h; Weibull beta = 2.0
c = beta*sigma = 1.15110; sigma = 0.57555
common slope dF/d ln t at median = 0.69315
quadratic CDF-difference coefficient = 0.05317
failed fraction; Weibull life (h); lognormal life (h); ratio
  1e-01; 38987.6; 47826.1; 1.227
  1e-02; 12041.4; 26212.5; 2.177
  1e-03; 3799.2; 16887.6; 4.445
  1e-04; 1201.2; 11759.7; 9.790
  1e-06; 120.1; 6483.9; 53.982
z at 1 ppm = -4.75342; gap G at 1 ppm = 7.9773
1 ppm lives in days: Weibull 5.00, lognormal 270.2
tail slope at 1 ppm: Weibull 2.000, lognormal 8.598
Weibull failures at lognormal 1 ppm life = 2909.8 ppm
lognormal fraction at Weibull 1 ppm life = 7.73e-32
central window, Weibull 20% to 80% = 56739 to 152379 h
largest CDF difference in window, matched = 0.03760
largest CDF difference in window, refitted = 0.02695
information per cell, matched = 1.1455e-02 nat
information per cell, refitted = 9.1283e-03 nat
cells for expected log ratio ln20, matched = 262
cells for expected log ratio ln20, refitted = 328
refitted lognormal: median 96142 h, sigma 0.58708
refitted 1 ppm life = 5901.4 h; ratio to Weibull = 49.13
early subpopulation: fraction 1e-04, median 1000 h
largest CDF change from subpopulation = 9.999e-05
mixed-population median = 99992.8 h
mixed-population 1 ppm life = 262.1 h
cells per array = 1000000; simulated arrays per law = 101
cell fraction at array median = 6.9315e-07
array median first failure, Weibull = 100.0 h (simulated 106.2 h)
array median first failure, lognormal = 6215.2 h (simulated 6249.7 h)
99% of Weibull arrays have failed by 257.8 h
1% of lognormal arrays have failed by 3957.7 h
zero-failure cells for 1 ppm at 95% confidence = 2995731
```
